# Incoherent spinodal of a hydrogen lattice gas and its critical temperature, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The free energy, its spinodal and its critical point

Suppose that a metal film holds hydrogen on 30% of its interstitial sites at 400 K, and that its strain and its uptake of further hydrogen are computed as if the filling were the same everywhere. If hydrogen atoms attract one another strongly enough, this calculation starts from a state that cannot last. A region slightly richer than its surroundings then has a lower chemical potential for hydrogen than they have, so that moving more hydrogen into it lowers the free energy. Once the film has separated, the average filling describes neither the rich regions nor the poor ones. One needs to know at which temperatures and fillings this happens.

### Assumptions and conventions

The crystal has \(N\) equivalent interstitial sites, each holding at most one hydrogen atom. With \(n\) atoms present, the filling is \(c=n/N\), where \(0<c<1\). Atomic units are used in the algebra (\(\hbar=m_e=e=1\)), with Boltzmann's constant \(k_B\) kept so that \(T\) remains a temperature. Numerical energies are in eV.

1. Atoms on neighbouring sites have pair energy \(-w\), with \(w>0\). Each site has \(z\) neighbours, and \(u=zw\) depends on neither \(c\) nor \(T\).
2. The atoms are distributed at random over the sites. This is the mean-field assumption.
3. The total amount of hydrogen is fixed.
4. Regions of different filling are large enough for the energy of their interfaces to be neglected.
5. Each region takes its own stress-free lattice parameter. This is the meaning of *incoherent*.

An energy proportional to \(c\), such as the binding energy of an isolated atom to its site, is left out. Lemma 3 shows why it has no influence here.

### Theorem

Under these assumptions the free energy per site is

\[
f(c,T)=-\frac{u c^2}{2}+k_BT\left[c\ln c+(1-c)\ln(1-c)\right]. \tag{1}
\]

Define the spinodal temperature by

\[
k_BT_s(c)=u\,c(1-c). \tag{2}
\]

For \(T>T_s(c)\) the uniform state is stable against every sufficiently small redistribution of hydrogen. For \(T<T_s(c)\) it is unstable, however small the redistribution. The largest spinodal temperature occurs at half filling and is

\[
T_c=\frac{u}{4k_B}. \tag{3}
\]

### Lemma 1: the energy

*Random filling gives the energy \(-uc^2/2\) per site in a large crystal.*

**Proof.** Each of the \(N\) sites has \(z\) neighbours. The product \(Nz\) counts every pair twice, once from each end, so there are \(Nz/2\) pairs. A chosen site is occupied with probability \(n/N\). Given that it is, \(n-1\) atoms remain for the other \(N-1\) sites. Both sites of a pair are therefore occupied with probability

\[
\frac{n}{N}\,\frac{n-1}{N-1}
=c\,\frac{cN-1}{N-1}
=c^2-\frac{c(1-c)}{N-1}.
\]

The last term vanishes as \(N\to\infty\). Multiplying \(c^2\) by the number of pairs and by the pair energy gives

\[
\frac{E}{N}=\frac{z}{2}(-w)c^2=-\frac{u c^2}{2}. \qquad\square
\]

For \(u=0.20\) eV and \(c=0.30\) the formula gives \(-0.00900\) eV per site. The average over 30 random fillings of a periodic face-centred-cubic lattice with \(24^3\) sites is \(-0.00899\) eV.

### Lemma 2: the entropy

*Random filling gives the ideal mixing entropy contained in equation (1).*

**Proof.** The number of ways to place \(n\) identical atoms on \(N\) sites is

\[
W=\frac{N!}{n!(N-n)!}.
\]

All these arrangements are equally likely, so the entropy is \(S=k_B\ln W\). Stirling's formula is \(\ln m!=m\ln m-m+O(\ln m)\). Applied to the three factorials it gives

\[
\begin{aligned}
\ln W={}&N\ln N-N-n\ln n+n\\
&-(N-n)\ln(N-n)+(N-n)+O(\ln N).
\end{aligned}
\]

The terms without logarithms add to \(-N+n+N-n=0\). Writing \(N\ln N=n\ln N+(N-n)\ln N\) and joining the logarithms gives

\[
\ln W=-n\ln\frac nN-(N-n)\ln\frac{N-n}{N}+O(\ln N).
\]

Division by \(N\) removes the correction in the limit \(N\to\infty\):

\[
\frac{S}{N}=-k_B\left[c\ln c+(1-c)\ln(1-c)\right]. \qquad\square
\]

The free energy per site is \((E-TS)/N\). The minus sign in front of \(TS\) and the minus sign in \(S\) combine to a plus sign, which establishes equation (1).

### Lemma 3: curvature decides local stability

*A uniform state is locally stable if \(f''(c)>0\) and unstable if \(f''(c)<0\), where primes are derivatives with respect to \(c\) at fixed \(T\).*

**Proof.** Divide the crystal into equal halves with fillings \(c+\delta\) and \(c-\delta\). The total hydrogen is unchanged. The free energy changes per site by

\[
\Delta f=\frac{f(c+\delta)+f(c-\delta)}2-f(c).
\]

In the Taylor expansions of \(f(c\pm\delta)\) the odd powers of \(\delta\) cancel, leaving

\[
\Delta f=\frac{f''(c)}2\delta^2+\frac{f''''(c)}{24}\delta^4+O(\delta^6). \tag{4}
\]

If \(f''<0\), the first term makes \(\Delta f\) negative for small enough \(\delta\), which proves instability.

If \(f''(c)>0\), continuity keeps \(f''\) positive in some interval around \(c\). There \(f\) is strictly convex and lies above its tangent at \(c\). Let fractions \(\lambda_i\) of the crystal have fillings \(c+x_i\) inside this interval, with \(\sum_i\lambda_i=1\) and \(\sum_i\lambda_i x_i=0\). Then

\[
\sum_i\lambda_i f(c+x_i)\geq
\sum_i\lambda_i\left[f(c)+f'(c)x_i\right]=f(c),
\]

with equality only if every \(x_i\) is zero. No small redistribution lowers the free energy. \(\square\)

An added term \(Ac\) has no second derivative, and its average is fixed by the total hydrogen. It therefore changes neither \(\Delta f\) nor the spinodal.

### Proof of the theorem

Differentiate equation (1). The product rule gives \(\ln c+1\) for \(c\ln c\) and \(-\ln(1-c)-1\) for \((1-c)\ln(1-c)\). The constants cancel, so

\[
f'=-uc+k_BT\ln\frac{c}{1-c}. \tag{5}
\]

This is the chemical potential per hydrogen atom, because \(\partial(Nf)/\partial n=f'\) at fixed \(N\). Differentiating again gives

\[
f''=-u+k_BT\left(\frac1c+\frac1{1-c}\right)
=-u+\frac{k_BT}{c(1-c)}. \tag{6}
\]

The attraction contributes \(-u\), which favours separation. The entropy contributes a positive term, which opposes it. Since \(c(1-c)>0\), the sign of \(f''\) is that of \(k_BT-uc(1-c)\). With Lemma 3 this proves both stability statements and equation (2).

To find the maximum, complete the square:

\[
c(1-c)=\frac14-\left(c-\frac12\right)^2.
\]

The largest value is \(1/4\), reached at \(c=1/2\). Equation (2) then gives \(k_BT_c=u/4\). \(\square\)

### Remark 1: the boundary and the critical point

On the spinodal itself \(f''=0\), and higher derivatives decide. From equation (6),

\[
\begin{aligned}
f'''&=k_BT\left[-\frac1{c^2}+\frac1{(1-c)^2}\right],\\
f''''&=k_BT\left[\frac2{c^3}+\frac2{(1-c)^3}\right].
\end{aligned}
\]

Away from half filling \(f'''\neq0\). Let two thirds of the crystal change by \(-d\) and one third by \(2d\). The mean change is zero, while the mean cube is \(-2d^3/3+8d^3/3=2d^3\). The leading free-energy change is \(f'''d^3/3\), which is negative for one sign of \(d\). These boundary states are therefore unstable too.

At \(c=1/2\) and \(T=T_c\), however, \(f'''=0\) and \(f''''=32k_BT_c>0\). The leading change is then positive for every small redistribution. The state at the top of the spinodal is stable, but without a quadratic restoring term, as is characteristic of a critical point.

### Remark 2: fillings on the spinodal and limiting cases

For \(T<T_c\), equations (2) and (3) give \(c(1-c)=T/(4T_c)\), or \(c^2-c+T/(4T_c)=0\). The quadratic formula yields

\[
c_\pm=\frac12\left[1\pm\sqrt{1-\frac{T}{T_c}}\right]. \tag{7}
\]

The uniform state is unstable between these values. As \(T\to0\) they approach 0 and 1, since entropy no longer opposes separation. As \(T\to T_c\) they merge at one half. In the dilute limit \(k_BT_s\simeq uc\): few atoms have few partners, and the instability moves to low temperature.

### Remark 3: coexistence is a different boundary

Lemma 3 concerns small changes. A large change can lower the free energy even where \(f''>0\). To find the equilibrium fillings, add the harmless linear term \(uc/2\):

\[
g(c)=f(c)+\frac{uc}{2}
=\frac u2c(1-c)+k_BT[c\ln c+(1-c)\ln(1-c)].
\]

This function is unchanged when \(c\) and \(1-c\) are exchanged. Its stationary points obey \(u(1-2c)/2+k_BT\ln[c/(1-c)]=0\), or

\[
\ln\frac{c}{1-c}=\frac{u}{k_BT}\left(c-\frac12\right). \tag{8}
\]

With \(m=2c-1\), the left side is \(2\,\mathrm{artanh}\,m\) and the right side is \(2(T_c/T)m\). Besides \(m=0\), a solution needs \(\mathrm{artanh}(m)/m=T_c/T\). The series \(\mathrm{artanh}(m)/m=1+m^2/3+m^4/5+\cdots\) rises from 1 without limit as \(m\) goes from 0 to 1. Below \(T_c\) there is thus one pair \(\pm m\). The centre is then a maximum of \(g\), and since \(g'\to-\infty\) as \(c\to0\), the pair are equal lowest minima. A horizontal line touches \(g\) at both, so the corresponding line of slope \(-u/2\) is the common tangent of \(f\). These two fillings form the binodal. Between binodal and spinodal the uniform state is metastable: small changes raise its free energy, but separation into the two binodal fillings lowers it.

### Worked example: the incoherent film

Take \(u=0.20\) eV, \(T=400\) K and \(c=0.30\). Equation (3) gives

\[
k_BT_c=\frac{0.20}{4}=0.050\ \text{eV},\qquad T_c=580\ \text{K}.
\]

At the chosen filling \(c(1-c)=0.21\), so \(T_s=4(0.21)(580.2)=487\) K. The film at 400 K lies below this temperature. With \(k_BT=0.03447\) eV, its curvature is

\[
f''=-0.20+\frac{0.03447}{0.21}=-0.0359\ \text{eV}.
\]

For a split with \(\delta=0.02\), the quadratic term of equation (4) is \(-7.17\times10^{-6}\) eV per site. Counting the arrangements of 20,000 sites without Stirling's formula gives \(-7.16\times10^{-6}\) eV. The energy is small per site but grows with the size of the region: about 4800 sites suffice for a gain of \(k_BT\), if interfaces cost nothing.

At 400 K the spinodal fillings are 0.221 and 0.779, and the binodal fillings are 0.081 and 0.919. If separation is completed without stress, conservation of hydrogen fixes the rich fraction of sites:

\[
\frac{0.30-0.0807}{0.9193-0.0807}=0.26.
\]

The same explicit counts put the critical temperature at 580.3 K, against 580.2 K from equation (3).

## Part II. Coherency and other limits of the result

The filling is \(c\), the attraction parameter is \(u=zw\), and \(z\) is the number of neighbours. Part I gave the curvature \(f''=-u+k_BT/[c(1-c)]\), the incoherent spinodal \(k_BT_s=uc(1-c)\) and the critical temperature \(T_c=u/(4k_B)\). A small split \(c\pm\delta\) changes the free energy per site by \(f''\delta^2/2\). The example has \(u=0.20\) eV, \(c=0.30\) and \(T=400\) K, for which \(T_c=580\) K and \(f''=-0.0359\) eV. Each effect below is added alone, with \(u\) held at 0.20 eV.

### Proposition 1: matched lattice planes lower the spinodal

Hydrogen expands its host. Let the stress-free linear strain be \(\eta(c-\bar c)\) relative to the crystal at its mean filling \(\bar c\). Suppose that the filling varies in layers along a cube axis of a cubic crystal, while the lattice planes remain continuous across the layers. Suppose also that the layers are thin compared with the crystal's extent along the other two cube axes, that the crystal as a whole is free to expand but stays flat, and that its elastic constants do not depend on \(c\). *Then \(u\) is replaced in the spinodal by \(u-K\), where*

\[
K=2vY\eta^2,\qquad
Y=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}, \tag{9}
\]

*and \(v\) is the crystal volume per interstitial site.*

**Proof.** Let \(x\) be the layer direction and \(\Delta=c-\bar c\). Because the layers are thin compared with the extent of the flat crystal along \(y\) and \(z\), continuity forces them, away from the edges, to share the same dimensions along these axes. First let these dimensions be those of the mean crystal. A layer that would like to expand by \(\eta\Delta\) is then compressed in its plane:

\[
e_{yy}=e_{zz}=-\eta\Delta.
\]

Here \(e_{ij}\) is strain measured from the layer's own stress-free state. Along \(x\) each layer can relax, so its normal stress vanishes:

\[
0=\sigma_{xx}=C_{11}e_{xx}+C_{12}(e_{yy}+e_{zz})
=C_{11}e_{xx}-2C_{12}\eta\Delta.
\]

Hence \(e_{xx}=2C_{12}\eta\Delta/C_{11}\). There is no shear for this direction, by symmetry. The elastic energy density of a cubic crystal without shear is

\[
\begin{aligned}
U={}&\frac{C_{11}}2(e_{xx}^2+e_{yy}^2+e_{zz}^2)\\
&+C_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx}).
\end{aligned}
\]

Inserting the two in-plane strains gives

\[
U=\frac{C_{11}}2e_{xx}^2+C_{11}\eta^2\Delta^2
+C_{12}\eta^2\Delta^2-2C_{12}e_{xx}\eta\Delta.
\]

The two terms containing \(e_{xx}\) become, after substitution,

\[
\left(\frac{2C_{12}^2}{C_{11}}-\frac{4C_{12}^2}{C_{11}}\right)\eta^2\Delta^2
=-\frac{2C_{12}^2}{C_{11}}\eta^2\Delta^2.
\]

Therefore \(U=Y\eta^2\Delta^2\).

It remains to justify the common in-plane dimensions. If all layers had an additional equal in-plane strain \(\epsilon_0\), the same calculation would apply with \(-\eta\Delta\) replaced by \(\epsilon_0-\eta\Delta\). Since the mean of \(\Delta\) is zero, the mean energy would be \(Y(\epsilon_0^2+\eta^2\langle\Delta^2\rangle)\). Its minimum is at \(\epsilon_0=0\).

The additional energy per site is \(vY\eta^2(c-\bar c)^2\). Its second derivative is \(K=2vY\eta^2\), so \(f''\) becomes

\[
f''_{\rm coh}=-(u-K)+\frac{k_BT}{c(1-c)}.
\]

This has the form of equation (6) with \(u-K\) in place of \(u\). \(\square\)

If \(K<u\), the coherent critical temperature is \((u-K)/(4k_B)\). If \(K\geq u\), such layers have no coherent spinodal at any positive temperature.

The condition of flatness matters. A free crystal can bend, which gives its layers an in-plane strain proportional to \(x\) while the planes remain matched. Let \(x\) run from \(-1\) to 1 through the thickness, with \(\Delta=\delta\) in one half and \(-\delta\) in the other. The best linear strain has slope \(\eta\delta\langle|x|\rangle/\langle x^2\rangle=3\eta\delta/2\), and it removes three quarters of the elastic energy. If the filling itself varies linearly through the thickness, bending removes all of it. For ten periods of thin alternating layers it removes less than 1%. These fractions hold while the deflection is small compared with the thickness. Bending along both \(y\) and \(z\) stretches the middle plane of a wide plate, which then bends mainly about one axis. With \(\delta=0.02\) and the constants of the example below, a plate a thousand times wider than it is thick loses about 54% of the energy instead of three quarters, and about 72% instead of all of it. The proposition therefore describes a crystal that is held flat, or one with many layers, provided in both cases that the layers are thin compared with its extent along \(y\) and \(z\).

A free-standing film can avoid this last condition. Let its surfaces be normal to \(z\), and let the filling vary along \(x\), in the plane of the film, in stripes much wider than the film is thick. The free surfaces then make \(\sigma_{zz}\) vanish as well as \(\sigma_{xx}\), and only \(e_{yy}=-\eta\Delta\) is imposed. Setting both stresses to zero gives \(e_{xx}=e_{zz}=C_{12}\eta\Delta/(C_{11}+C_{12})\). The energy density is \(E_Y\eta^2\Delta^2/2\), where

\[
E_Y=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}}
\]

is Young's modulus along the cube axis. For such stripes \(K\) is replaced by \(vE_Y\eta^2\).

The same value is reached at short wavelengths near a free surface. In the state just found, the total strains along \(x\) and \(z\) are equal and proportional to \(\Delta\), with no shear and no total strain along \(y\). Such strains derive from a continuous displacement if \(\partial_x^2\Delta+\partial_z^2\Delta=0\). A filling \(\Delta\propto\cos(kx)\cosh(kz)\), with \(z\) measured from the middle of the film, obeys this condition for every \(k\). It leaves only \(\sigma_{yy}\), satisfies the free-surface conditions, and for large \(k\) is confined to a depth of about one wavelength below the surfaces. With interface energy neglected, a crystal of any thickness with a free cube face therefore has a coherent variation for which \(K\) is replaced by \(vE_Y\eta^2\).

We have found the mean-field spinodal and critical temperature for stress-free regions, and shown how matched lattice planes weaken the effective attraction by an amount that depends on geometry. It remains to put numbers to this for the example film, and to examine short-range correlation, repulsion at high filling, hydrogen vibrations and the assignment of atoms to sites.
